# How an alternating phase mask images its opening pitch with two beams: a numerical check

```python
"""
Alternating phase-shift mask: result under test.

Equal openings (width w, pitch p) whose amplitude transmission alternates
between 1 and T = -1 have amplitude period 2p and no even diffraction orders.
If the lens passes only orders +1 and -1, the image is
    I(x) = 4 c1^2 cos(pi x/p)^2,   c1 = (w/p) sinc(w/(2p)),
with period p, full contrast and no dependence on defocus z.
Here sinc(u) = sin(pi u)/(pi u); NA is the numerical aperture; sigma is the
source radius divided by NA. Lengths are in nm at wafer scale unless the name
says mask. Fields vary as exp(-i omega t); z points along propagation.
Intensities are relative to a fully open mask.
Material indices are rough values for a wavelength of 193 nm.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import j1

wavelength = 193.0
NA = 0.80
pitch = 180.0
width = 90.0
sigma = 0.30
defocus = 100.0
reduction = 4.0
n_quartz = 1.56
n_resist = 1.70
n_absorber = 0.84 + 1.65j
absorber_thickness = 100.0
etch_error = 5.0
k = 2 * np.pi / wavelength
ORDERS = np.arange(-8, 9)
CENTRE = 8


def sampled_orders(p, w, T):
    """Fourier orders of the sampled mask, by midpoint quadrature."""
    count = 4000
    x = -p / 2 + (np.arange(count) + 0.5) * 2 * p / count
    t = (np.abs(x) < w / 2) + T * (np.abs(x - p) < w / 2)
    waves = np.exp(-1j * np.pi * np.outer(ORDERS, x) / p)
    return waves @ t / count


def image(orders, p, x, z=0.0, sx=0.0, sy=0.0):
    """Image for one source direction (sx, sy), summing all passed orders."""
    sine = sx + ORDERS * wavelength / (2 * p)
    radius2 = sine**2 + sy**2
    passed = radius2 <= NA**2
    kz = k * np.sqrt(np.where(passed, 1 - radius2, 0.0))
    amplitude = orders * passed * np.exp(1j * kz * z)
    field = np.exp(1j * np.pi * np.outer(x, ORDERS) / p) @ amplitude
    return np.abs(field)**2


def contrast(intensity):
    high, low = intensity.max(), intensity.min()
    return (high - low) / (high + low)


def grid(p):
    return np.linspace(0, 2 * p, 73)


def source_image(orders, p, z, source_sigma):
    """Incoherent average over a uniformly bright circular source."""
    nodes, weights = np.polynomial.legendre.leggauss(10)
    total = np.zeros(73)
    angles = (np.arange(24) + 0.5) * 2 * np.pi / 24
    for node, weight in zip(nodes, weights):
        r = source_sigma * NA * np.sqrt((node + 1) / 2)
        for angle in angles:
            total += weight / 48 * image(orders, p, grid(p), z,
                                         r * np.cos(angle), r * np.sin(angle))
    return total


# --- Diffraction orders, for ideal and imperfect shifters and two widths
for w_test in (width, 0.3 * pitch):
    for T_test in (-1.0, 1.0, -0.9 * np.exp(0.2j)):
        formula = (w_test / (2 * pitch) * np.sinc(ORDERS * w_test / (2 * pitch))
                   * (1 + np.where(ORDERS % 2 == 0, 1, -1) * T_test))
        numeric = sampled_orders(pitch, w_test, T_test)
        assert np.max(np.abs(formula - numeric)) < 1e-6

alternating = sampled_orders(pitch, width, -1.0)
binary = sampled_orders(pitch, width, 1.0)
assert np.max(np.abs(alternating[ORDERS % 2 == 0])) < 1e-12

# --- Two-beam image, focus independence, and uniform binary image
s = np.sinc(width / (2 * pitch))
c1 = width / pitch * s
x = grid(pitch)
two_beam = 4 * c1**2 * np.cos(np.pi * x / pitch)**2
for z_test in (0.0, defocus, 300.0):
    assert np.allclose(image(alternating, pitch, x, z_test), two_beam, atol=1e-6)
binary_image = image(binary, pitch, x)
assert np.allclose(binary_image, (width / pitch)**2, atol=1e-6)

# --- Pitch limits, crossed from both sides
limit_alt = wavelength / (2 * NA)
limit_binary = wavelength / NA
limit_third = 3 * wavelength / (2 * NA)
limit_alt_source = wavelength / (2 * NA * (1 - sigma))
limit_binary_source = wavelength / (NA * (1 + sigma))


def limit_image(p, T, z=0.0, sx=0.0):
    return image(sampled_orders(p, p / 2, T), p, grid(p), z, sx)


assert limit_image(0.99 * limit_alt, -1).max() < 1e-12
assert contrast(limit_image(1.01 * limit_alt, -1)) > 1 - 1e-9
assert contrast(limit_image(0.99 * limit_binary, 1)) < 1e-9
assert contrast(limit_image(1.01 * limit_binary, 1)) > 0.5
for factor, changes in ((0.99, False), (1.01, True)):
    p_test = factor * limit_third
    change = np.max(np.abs(limit_image(p_test, -1)
                           - limit_image(p_test, -1, z=300.0)))
    assert (change > 1e-2) if changes else (change < 1e-9)
edge = sigma * NA
assert contrast(limit_image(0.99 * limit_alt_source, -1, sx=edge)) < 1e-9
assert contrast(limit_image(1.01 * limit_alt_source, -1, sx=edge)) > 1 - 1e-9
assert contrast(limit_image(0.99 * limit_binary_source, 1, sx=edge)) < 1e-9
assert contrast(limit_image(1.01 * limit_binary_source, 1, sx=edge)) > 0.5

# --- Normalized image log slope at the opening edge
log_slope = 2 * np.pi * width / pitch * np.tan(np.pi * width / (2 * pitch))
h = 0.01
near_edge = image(alternating, pitch, np.array([width / 2 - h, width / 2 + h]))
numeric_slope = width * abs(np.diff(np.log(near_edge))[0]) / (2 * h)
assert abs(numeric_slope - log_slope) < 1e-5

# --- Binary mask with the tilt that makes its two beams symmetric
g = wavelength / (2 * pitch)
b0 = width / pitch
b1 = width / pitch * np.sinc(width / pitch)
tilted_contrast = 2 * b0 * b1 / (b0**2 + b1**2)
for z_test in (0.0, 300.0):
    tilted = image(binary, pitch, x, z_test, sx=-g)
    assert abs(contrast(tilted) - tilted_contrast) < 1e-6

# --- Unequal peaks caused by an imperfect shifter T = -a exp(i delta)
cos_theta = np.sqrt(1 - g**2)


def peak_difference(a, delta, z):
    psi = k * z * (1 - cos_theta)
    return 2 * (width / pitch)**2 * s * (
        (1 - a**2) * np.cos(psi) + 2 * a * np.sin(delta) * np.sin(psi))


def peaks(orders, z):
    return image(orders, pitch, np.array([0.0, pitch]), z)


def imbalance(orders, z):
    first, second = peaks(orders, z)
    return (first - second) / (first + second)


for a, delta, z_test in ((0.9, 0.2, 150.0), (1.0, 0.3, 0.0), (1.0, -0.3, 200.0)):
    pair = peaks(sampled_orders(pitch, width, -a * np.exp(1j * delta)), z_test)
    assert abs(pair[0] - pair[1] - peak_difference(a, delta, z_test)) < 1e-6

# --- Etch depth: transmission phase from the one-dimensional wave equation
etch_depth = wavelength / (2 * (n_quartz - 1))


def slab_transmission(quartz_end):
    state = np.array([1.0 + 0j, 1j * k])
    for start, stop, index in ((400.0, quartz_end, 1.0),
                               (quartz_end, 0.0, n_quartz)):
        solution = solve_ivp(lambda z, y: [y[1], -(k * index)**2 * y[0]],
                             (start, stop), state, method="DOP853",
                             rtol=1e-10, atol=1e-12)
        state = solution.y[:, -1]
    incoming = (state[0] + state[1] / (1j * k * n_quartz)) / 2
    return 1 / incoming


delta_etch = -np.pi * etch_error / etch_depth
for extra, expected in ((0.0, -1.0), (etch_error, -np.exp(1j * delta_etch))):
    ratio = slab_transmission(300 - etch_depth - extra) / slab_transmission(300.0)
    assert abs(ratio - expected) < 1e-6
etch_orders = sampled_orders(pitch, width, -np.exp(1j * delta_etch))

# --- Finite source: full average against the small-source formula


def small_source_contrast(source_sigma):
    u = 2 * k * defocus * g * source_sigma * NA / cos_theta
    return 2 * j1(u) / u


# The formula drops relative corrections of order sigma squared.
for source_sigma, tolerance in ((0.1, 0.02), (sigma, 0.12)):
    full = contrast(source_image(alternating, pitch, defocus, source_sigma))
    loss_ratio = (1 - full) / (1 - small_source_contrast(source_sigma))
    assert abs(loss_ratio - 1) < tolerance
source_focus = contrast(source_image(alternating, pitch, 0.0, sigma))
source_defocus = contrast(source_image(alternating, pitch, defocus, sigma))
source_binary = contrast(source_image(binary, pitch, 0.0, sigma))
assert source_focus > 1 - 1e-9 and source_binary < 1e-9

# --- Polarization: add transverse field vectors inside the resist
sin_resist = g / n_resist
tm_contrast = 1 - 2 * sin_resist**2
cos_resist = np.sqrt(1 - sin_resist**2)
y_axis = np.array([0.0, 1.0, 0.0])
te_field = np.zeros((x.size, 3), complex)
tm_field = np.zeros((x.size, 3), complex)
for sign in (1, -1):
    direction = np.array([sign * sin_resist, 0.0, cos_resist])
    wave = np.exp(1j * k * n_resist * direction[0] * x)
    te_field += np.outer(wave, y_axis)
    tm_field += np.outer(wave, np.cross(y_axis, direction))
te_intensity = np.sum(np.abs(te_field)**2, axis=1)
tm_intensity = np.sum(np.abs(tm_field)**2, axis=1)
assert abs(contrast(te_intensity) - 1) < 1e-9
assert abs(contrast(tm_intensity) - tm_contrast) < 1e-9
mixed_contrast = contrast(te_intensity + tm_intensity)

# --- Thick mask: Fourier modes in two layers, field parallel to the lines


def thick_mask(depth, absorber_index, scale, cutoff):
    """Return transmitted orders and the total power leaving the mask."""
    period, opening = 2 * pitch * scale, width * scale
    m = np.arange(-cutoff, cutoff + 1)
    size = m.size
    kx = 2 * np.pi * m / period
    k_in = np.sqrt((k * n_quartz)**2 - kx**2 + 0j)
    k_out = np.sqrt(k**2 - kx**2 + 0j)
    harmonic = m[:, None] - m[None, :]
    slot = opening / period * np.sinc(harmonic * opening / period)
    parity = np.where(harmonic % 2 == 0, 1.0, -1.0)
    one, zero = np.eye(size), np.zeros((size, size))
    trench = n_quartz**2 * one + (1 - n_quartz**2) * slot * parity
    film = absorber_index**2 * one + (1 - absorber_index**2) * slot * (1 + parity)
    modes = []
    for permittivity, thickness in ((trench, depth), (film, absorber_thickness)):
        q2, W = np.linalg.eig(k**2 * permittivity - np.diag(kx**2))
        q = np.sqrt(q2 + 0j)
        q = np.where(q.imag < 0, -q, q)
        modes.append((W, W * q, np.exp(1j * q * thickness)))
    (W1, V1, X1), (W2, V2, X2) = modes
    matrix = np.block([
        [-one, W1, W1 * X1, zero, zero, zero],
        [np.diag(k_in), V1, -V1 * X1, zero, zero, zero],
        [zero, W1 * X1, W1, -W2, -W2 * X2, zero],
        [zero, V1 * X1, -V1, -V2, V2 * X2, zero],
        [zero, zero, zero, W2 * X2, W2, -one],
        [zero, zero, zero, V2 * X2, -V2, -np.diag(k_out)]])
    right = np.zeros(6 * size, complex)
    right[cutoff] = 1.0
    right[size + cutoff] = k_in[cutoff]
    answer = np.linalg.solve(matrix, right)
    reflected, transmitted = answer[:size], answer[-size:]
    power = (np.sum(k_in.real * np.abs(reflected)**2)
             + np.sum(k_out.real * np.abs(transmitted)**2)) / k_in[cutoff].real
    return transmitted[cutoff - CENTRE:cutoff + CENTRE + 1], power


def effective_shifter(orders):
    """T of the thin mask having the same ratio of orders 0 and 1."""
    r = s * orders[CENTRE] / orders[CENTRE + 1]
    return (r - 1) / (r + 1)


lossless_power = thick_mask(etch_depth, 1.5, reduction, 30)[1]
assert abs(lossless_power - 1) < 1e-8
unetched = thick_mask(0.0, n_absorber, reduction, 30)[0]
assert np.max(np.abs(unetched[ORDERS % 2 != 0])) < 1e-8
thick_coarse = thick_mask(etch_depth, n_absorber, reduction, 30)[0]
thick, thick_power = thick_mask(etch_depth, n_absorber, reduction, 45)
T_thick = effective_shifter(thick)
assert abs(T_thick - effective_shifter(thick_coarse)) < 0.01
assert thick_power < 1
wide = thick_mask(etch_depth, n_absorber, 4 * reduction, 120)[0]
T_wide = effective_shifter(wide)
assert abs(1 + T_wide) < abs(1 + T_thick)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS")
show("wavelength", wavelength, "nm", 1)
show("numerical aperture NA", NA, "", 2)
show("pitch p", pitch, "nm", 1)
show("opening width w", width, "nm", 1)
show("source sigma", sigma, "", 2)
show("defocus z", defocus, "nm", 1)
show("mask reduction factor", reduction, "", 0)
show("quartz index (rough)", n_quartz, "", 2)
show("resist index (rough)", n_resist, "", 2)
show("absorber index, real (rough)", n_absorber.real, "", 2)
show("absorber index, imag (rough)", n_absorber.imag, "", 2)
show("absorber thickness", absorber_thickness, "nm", 1)
print("ORDERS AND PITCH LIMITS")
show("alternating |c0|", abs(alternating[CENTRE]))
show("alternating c1", alternating[CENTRE + 1].real)
show("alternating c3", alternating[CENTRE + 3].real)
show("binary zero order b0", b0)
show("binary first order b1", b1)
show("sine of alternating order 1", g)
show("sine of alternating order 3", 3 * g)
show("sine of binary order 1", 2 * g)
show("alternating limit, coherent", limit_alt, "nm", 1)
show("binary limit, coherent on axis", limit_binary, "nm", 1)
show("third order enters at pitch", limit_third, "nm", 1)
show("alternating full-pass limit, sigma", limit_alt_source, "nm", 1)
show("binary first-pass limit, sigma", limit_binary_source, "nm", 1)
print("IDEAL IMAGES")
show("alternating peak intensity", two_beam.max())
show("alternating contrast", contrast(image(alternating, pitch, x)))
show("normalized log slope", log_slope)
show("binary uniform intensity", binary_image.mean())
show("tilted binary contrast", tilted_contrast)
print("NEGLECTED EFFECTS")
show("finite source contrast, focus", source_focus)
show("finite source contrast, defocus", source_defocus)
show("small-source formula, defocus", small_source_contrast(sigma))
show("in-plane polarization contrast", tm_contrast)
show("equal polarization mix contrast", mixed_contrast)
show("etch depth for pi", etch_depth, "nm", 1)
show("etch depth error", etch_error, "nm", 1)
show("phase error delta", np.degrees(delta_etch), "degrees", 2)
show("etch error imbalance, focus", 100 * abs(imbalance(etch_orders, 0)), "%", 2)
show("etch error imbalance, +z", 100 * imbalance(etch_orders, defocus), "%", 2)
show("thick mask |c0/c1|", abs(thick[CENTRE] / thick[CENTRE + 1]))
show("thick mask effective a", abs(T_thick))
show("thick mask effective delta", np.degrees(np.angle(-T_thick)), "degrees", 2)
show("thick mask imbalance, -z", 100 * imbalance(thick, -defocus), "%", 2)
show("thick mask imbalance, focus", 100 * imbalance(thick, 0), "%", 2)
show("thick mask imbalance, +z", 100 * imbalance(thick, defocus), "%", 2)
show("|1+T|, example mask", abs(1 + T_thick))
show("|1+T|, openings 4 times wider", abs(1 + T_wide))
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS
wavelength: 193.0 nm
numerical aperture NA: 0.80
pitch p: 180.0 nm
opening width w: 90.0 nm
source sigma: 0.30
defocus z: 100.0 nm
mask reduction factor: 4
quartz index (rough): 1.56
resist index (rough): 1.70
absorber index, real (rough): 0.84
absorber index, imag (rough): 1.65
absorber thickness: 100.0 nm
ORDERS AND PITCH LIMITS
alternating |c0|: 0.0000
alternating c1: 0.4502
alternating c3: 0.1501
binary zero order b0: 0.5000
binary first order b1: 0.3183
sine of alternating order 1: 0.5361
sine of alternating order 3: 1.6083
sine of binary order 1: 1.0722
alternating limit, coherent: 120.6 nm
binary limit, coherent on axis: 241.2 nm
third order enters at pitch: 361.9 nm
alternating full-pass limit, sigma: 172.3 nm
binary first-pass limit, sigma: 185.6 nm
IDEAL IMAGES
alternating peak intensity: 0.8106
alternating contrast: 1.0000
normalized log slope: 3.1416
binary uniform intensity: 0.2500
tilted binary contrast: 0.9060
NEGLECTED EFFECTS
finite source contrast, focus: 1.0000
finite source contrast, defocus: 0.8732
small-source formula, defocus: 0.8818
in-plane polarization contrast: 0.8011
equal polarization mix contrast: 0.9005
etch depth for pi: 172.3 nm
etch depth error: 5.0 nm
phase error delta: -5.22 degrees
etch error imbalance, focus: 0.00 %
etch error imbalance, +z: -2.46 %
thick mask |c0/c1|: 0.1520
thick mask effective a: 0.7595
thick mask effective delta: 0.82 degrees
thick mask imbalance, -z: 12.82 %
thick mask imbalance, focus: 15.10 %
thick mask imbalance, +z: 13.57 %
|1+T|, example mask: 0.2408
|1+T|, openings 4 times wider: 0.0558
ALL CHECKS PASSED
```
